# Why field-dependent mobility prevents splitting transistor current into source and drain parts

**Q:** I measure an n-channel MOS transistor at fixed gate voltage and vary the source and drain voltages. Some compact models write the current as a function of the source voltage minus the same function of the drain voltage. What has to be assumed before that can even be discussed?

**A:** Take a uniform channel of width $W$ and length $L$, with $x$ running from source to drain and gate and body voltages fixed. Let $Q(x)>0$ be the magnitude of the mobile charge per area, $\psi(x)$ the surface potential and $V(x)$ the electron quasi-Fermi potential, which equals $V_S$ at the source end and $V_D\ge V_S$ at the drain end. These are voltages at the ends of the channel itself, inside any contact resistance.

I make two assumptions. First, no carriers are generated or lost, so the steady current $I$ is the same at every $x$. Second, the channel is gradual: the vertical field fixes the charge locally, so at fixed gate voltage $\psi$ and $Q$ are functions of $V$ alone.

I count $I$ positive when electrons flow from source to drain. They drift towards higher $\psi$ and diffuse towards lower $Q$. With thermal voltage $\phi_t=k_BT/e$ and the Einstein relation $D=\mu\phi_t$,
$$I=W\mu\left(Q\frac{d\psi}{dx}-\phi_t\frac{dQ}{dx}\right).$$
For nondegenerate electrons in a thin layer whose depth profile is taken as fixed, $Q\propto e^{(\psi-V)/\phi_t}$, so $\phi_t\,dQ/dx=Q\,d\psi/dx-Q\,dV/dx$. Substituting this cancels the two drift terms and leaves
$$I=W\mu Q\frac{dV}{dx}. \tag{1}$$
Diffusion is still included; it is contained in the gradient of $V$.

**Q:** Now let the mobility depend on the local charge. What happens?

**A:** Then $\mu(Q)Q$ is a function of $V$ alone. Integrate (1) over the channel. On the left $I$ is constant; on the right $(dV/dx)\,dx=dV$:
$$IL=W\int_{V_S}^{V_D}\mu(Q(V))\,Q(V)\,dV.$$
Define $F(V)=\int_V^\infty\mu Q\,dV'$, which converges for bounded mobility because $Q$ decays exponentially at large $V$. The integral from $V_S$ to $V_D$ is the one from $V_S$ to infinity minus the one from $V_D$ to infinity, so
$$I=\frac WL\left[F(V_S)-F(V_D)\right]. \tag{2}$$
The profile $V(x)$ has dropped out. It does change when you move the drain, but the integral depends on its end values only.

The form of $\mu(Q)$ was never used. The mobility may even depend on the vertical field, which involves depletion charge as well as mobile charge, because at fixed gate voltage both are functions of $V$.

**Q:** How would I recognise a separated current in data, without knowing $F$?

**A:** Use two source voltages $a<b$ and two drain voltages $c<d$, all at the same gate voltage, and form
$$D=[I(a,d)-I(a,c)]-[I(b,d)-I(b,c)].$$
If $I=A(V_S)-B(V_D)$, each bracket equals $B(c)-B(d)$, and $D=0$. In words, the current gained by raising the drain does not depend on where the source sits. A single zero is not proof of separation, because opposing effects can cancel at one set of voltages; $D$ must vanish for every choice of the four.

**Q:** Suppose the mobility also falls with the lateral field. Equation (1) still holds, so why can I not integrate it in the same way?

**A:** You can integrate it, but the current no longer factors out. Write $E=d\psi/dx$. Since $\psi$ is a function of $V$, we have $E=(d\psi/dV)(dV/dx)$, and (1) is a relation between $I$, $V$ and $dV/dx$. Solve it for the slope, $dV/dx=h(I,V)$. Then
$$L=\int_{V_S}^{V_D}\frac{dV}{h(I,V)}. \tag{3}$$
At fixed current, this *length* is a source term minus a drain term, for any local mobility law that gives a single slope for each current. That is the case if the drift velocity $\mu E$ always increases with $E$. Two channels in series therefore still add their lengths at a common current.

For charge-only mobility, $h=I/(W\mu Q)$ is proportional to $I$. The factor $I$ comes out of the integral, and separation of the length becomes separation of the current. With field-dependent mobility, $h$ is not proportional to $I$, and that last move is lost.

**Q:** That shows that your route fails. Could some cleverer choice of source and drain functions still work?

**A:** No, under the following conditions. Let $\mu(Q,E)<\mu(Q,0)$ for every $E>0$, with $\mu$ continuous at $E=0$. Let $\mu E$ increase with $E$, so that a small current means a small field. Consider all pairs $V_S\le V_D$ within some voltage interval.

First compare the true current with the low-field current
$$I_0=\frac WL\int_{V_S}^{V_D}\mu(Q,0)\,Q\,dV.$$
Multiply (1) by $\mu(Q,0)/\mu(Q,E)$ and integrate over $x$. The right side becomes $W\int\mu(Q,0)Q\,dV=I_0L$, so
$$\frac{I_0}{I}=\frac1L\int_0^L\frac{\mu(Q,0)}{\mu(Q,E)}\,dx. \tag{4}$$
At fixed gate voltage $\psi$ rises with $V$: if it did not, a higher $V$ would lower the mobile charge without lowering the total charge that the gate demands. So for $V_D>V_S$ the field is positive along the channel and the ratio exceeds one everywhere, hence $I<I_0$. As $V_D\to V_S$ the field vanishes and $I/I_0\to1$.

Now suppose $I=A(V_S)-B(V_D)$. Equal end voltages give no current, so $A(V)=B(V)$. Divide the interval from $V_S$ to $V_D$ into $N$ small voltage steps $V_k$. The differences of $A$ telescope:
$$I(V_S,V_D)=\sum_{k=0}^{N-1}\left[A(V_k)-A(V_{k+1})\right]=\sum_{k=0}^{N-1}I(V_k,V_{k+1}).$$
Each term on the right is the current of the full-length device at a tiny drain bias, where the field is negligible. As $N\to\infty$ the sum therefore becomes the sum of low-field currents, which is $I_0(V_S,V_D)$. A separated current would have to equal $I_0$ at every bias, but we have just shown $I<I_0$. The contradiction rules out every choice of $A$ and $B$.

**Q:** What is the physical content of that argument?

**A:** Small-bias measurements see the unreduced mobility and already fix the only possible source function. At larger bias the carriers move less easily than that function assumes.

Locally, $E$ at a given point depends on $I$, and $I$ depends on both ends. Raising the drain voltage raises the field at the source too. With charge-only mobility this does not alter the source mobility, because the charge there is unchanged. With field-dependent mobility it does, so the source contribution contains information about the drain.

**Q:** Is there a field law simple enough to show the coupling in a formula?

**A:** Take
$$\mu=\frac{\mu_c(Q)}{1+\mu_c(Q)E/v_{sat}},$$
whose drift velocity $\mu E$ tends to $v_{sat}$ at high field. Insert it in (1) and multiply by the denominator:
$$I+\frac{I}{v_{sat}}\,\mu_c\frac{d\psi}{dx}=W\mu_cQ\frac{dV}{dx}.$$
Every term can be integrated. Let $H_S-H_D=v_{sat}^{-1}\int_{\psi_S}^{\psi_D}\mu_c\,d\psi$, which has the dimension of length, and let $F$ now be built with $\mu_c$. Then $I(L+H_S-H_D)=W(F_S-F_D)$, or
$$I=\frac{W(F_S-F_D)}{L+H_S-H_D}. \tag{5}$$
Numerator and denominator each separate; their quotient does not.

In a long channel, where $H_S-H_D\ll L$, expand to first order:
$$I\simeq\frac WL(F_S-F_D)-\frac W{L^2}(F_S-F_D)(H_S-H_D).$$
The first term has no mixed derivative. Differentiating the second with respect to $V_S$ and then $V_D$ gives
$$\frac{\partial^2I}{\partial V_S\,\partial V_D}\simeq\frac W{L^2}\left(F_S'H_D'+F_D'H_S'\right)>0,$$
because $F$ and $H$ both decrease with $V$. A higher source voltage thus increases the gain from raising the drain, and $D<0$. At fixed voltages $D$ scales as $1/L^2$ and the current as $1/L$, so the relative failure fades as $1/L$.

**Q:** I would like numbers. Which charge law do you use?

**A:** Linearise the body charge, so that $Q=nC_{ox}(\psi_P-\psi)$, where $C_{ox}$ is the oxide capacitance per area, $n$ the slope factor and $\psi_P$ the surface potential at which this $Q$ vanishes. Measure charge in the unit $Q_u=2nC_{ox}\phi_t$, with $q=Q/Q_u$. Then $\psi=\psi_P-2\phi_tq$. The relation $Q\propto e^{(\psi-V)/\phi_t}$ gives $V=\psi-\phi_t\ln q+\text{const}$, so
$$V_P-V=\phi_t(2q+\ln q),$$
where the constants are collected in the pinch-off voltage $V_P$.

Choose $\mu_c=\mu_0/(1+Q/Q_0)=\mu_0/(1+\theta q)$ with $\theta=Q_u/Q_0$. Since $dV=-\phi_t(2+1/q)\,dq$ and $V\to\infty$ means $q\to0$,
$$F=Q_u\phi_t\mu_0\int_0^q\frac{2u+1}{1+\theta u}\,du.$$
The integrand equals $2/\theta+(1-2/\theta)/(1+\theta u)$, hence
$$F=Q_u\phi_t\mu_0\left[\frac{2q}\theta+\frac1\theta\left(1-\frac2\theta\right)\ln(1+\theta q)\right].$$
Similarly $d\psi=-2\phi_t\,dq$ gives
$$H=\frac{2\phi_t\mu_0}{\theta v_{sat}}\ln(1+\theta q).$$

The parameters are roughly those of a silicon transistor at 300 K: 4 nm oxide, $L=1000$ nm, $W=10\,000$ nm, $n=1.15$, $V_P=1.00$ V, $\mu_0=400$ cm²/Vs, $Q_0=2.0$ µC/cm² and $v_{sat}=10^7$ cm/s. These give $Q_u=0.0513$ µC/cm² and $\theta=0.0257$. The end functions are

| $V$ (V) | $q$ | $WF/L$ (µA) | $H$ (nm) |
|---|---|---|---|
| 0.0 | 17.90 | 1389.5 | 304.6 |
| 0.2 | 14.15 | 923.7 | 249.6 |
| 0.4 | 10.43 | 540.7 | 191.2 |
| 0.8 | 3.28 | 70.6 | 65.0 |

**Q:** And the currents?

**A:** For source 0 V and drain 0.8 V, charge-only mobility gives $1389.5-70.6=1318.9$ µA. The field law divides this by $1+(304.6-65.0)/1000=1.240$, which gives 1064 µA. By (4), 1.240 is also the channel average of the low-field mobility over the actual one.

Now raise the drain from 0.4 to 0.8 V at each source voltage:

- Charge-only mobility: the gain is 470.1 µA with the source at 0 V and 470.1 µA with it at 0.2 V.
- Field law: the gains are 301.7 and 358.3 µA, so $D=-56.6$ µA, about 5% of the 1064 µA current.

These currents were also found by solving drift plus diffusion for the profile on a grid of $x$, without (2) or (5), and the two routes agree. The same solver gave $D=0.000$ µA for a second charge-only mobility, with a term in $1/Q$ added to its denominator so that it first rises and then falls with charge.

**Q:** Can I see the drain acting on the source end?

**A:** Yes. From $dQ/dx=-nC_{ox}E$, the bracket in the drift-diffusion equation is $(Q+nC_{ox}\phi_t)E$. Inserting the field law and solving for $E$ gives
$$E=\frac{I}{\mu_c\left[W(Q+nC_{ox}\phi_t)-I/v_{sat}\right]}. \tag{6}$$
With the source held at 0 V, moving the drain from 0.4 to 0.8 V raises the source-end field from 0.0032 to 0.0046 MV/cm. The source mobility drops from 252 to 243 cm²/Vs at unchanged charge. Charge-only mobility stays at 274 cm²/Vs there for both drain voltages.

Equation (6) also limits the model. The field is finite and positive only if $I<Wv_{sat}(Q+nC_{ox}\phi_t)$, and the condition is tightest at the drain, where $Q$ is smallest. At 0/0.8 V the current is 0.55 of that limit. Beyond it, (5) must not be used.

**Q:** Does the conclusion hang on that particular field law?

**A:** The proof does not, but the size does. A square-root law, $\mu=\mu_c/\sqrt{1+(\mu_cE/v_{sat})^2}$, is often used for electrons in silicon inversion layers. At weak field its mobility ratio in (4) is $1+\tfrac12(\mu_cE/v_{sat})^2$, so the loss of current starts at second order in the field instead of first.

The numbers show this. At 0.2/0.4 V the solvable law lies 5.5% below the charge-only current, and the square-root law 0.2% below. At 0/0.8 V the reductions are 19% and 3.4%. The square-root law still fails the four-bias test, with gains of 431.3 and 454.3 µA and $D=-23.1$ µA.

**Q:** How close is all this to a transistor on my probe station?

**A:** The oxide, mobility and saturation velocity are ordinary rough values for silicon, but 1 µm is long for a 4 nm oxide; logic transistors with such an oxide had gates of roughly a quarter of that length. The choice of field law alone moves the 0/0.8 V current from 1064 to 1275 µA.

The weakest assumption is the gradual channel. Lateral field gradients contribute a charge of at most about $\epsilon_{Si}x_d\,dE/dx$ per area, with $\epsilon_{Si}$ the silicon permittivity and $x_d$ the depletion depth. This upper estimate takes the lateral field as uniform over that depth; in fact it falls to zero at the depletion edge, which roughly halves the charge. For the solvable law at 0/0.8 V and a doping of $3\times10^{17}$ cm⁻³, the upper estimate peaks at roughly 60% of the local mobile charge, so the charge itself is roughly 30%. This occurs at the drain end, where (6) makes the field rise fastest and $Q$ is smallest. That is not a small correction: the drain-end charge, and with it the 1064 µA and the $-56.6$ µA, are results of the one-dimensional model and not predictions for a device. I have not calculated how far a two-dimensional solution would move them.

**Q:** If I measure $D\ne0$, have I then proved that the mobility depends on lateral field?

**A:** No. Other effects break separation too. With 20 Ω at each end, roughly 200 Ω µm of contact resistance, the internal source voltage is $V_S+IR$ and so depends on the drain. Charge-only mobility then gives $D=+5.1$ µA at the terminals. The sign is opposite to that of the field laws in this example, so the two effects partly cancel. They do not simply add: with the resistance included, the terminal $D$ goes from $-56.6$ to $-45.7$ µA for the solvable law and from $-23.1$ to $-12.2$ µA for the square-root law. The same resistance lowers the field-law current by 4%, to 1022 µA.

The lateral field gradient also breaks separation, because $Q$ is then no longer a function of $V$ alone. So does self-heating, since the temperature depends on the total power. On bulk silicon the rise here is only about 0.7 to 1 K (thermally isolated devices heat more), but if the mobility falls as $T^{-1.5}$ and nothing else changes, it gives charge-only mobility a $D$ of about $-3$ µA, comparable in size to the resistance effect.

Effects that are local functions of $V$ change $F$ and leave (2) intact:

- Degeneracy changes the Einstein relation by a factor depending on $Q$; it shifts the charge-only current by about $-1.5$% if all electrons are in the lowest subband, and by less if they spread over several.
- Each nanometre of inversion-layer depth acts like about 8% more oxide. A hard-wall quantum solution at these charges and this doping centres the layer 1.7 to 1.8 nm below the oxide, which is 14 to 15%.
- The straight-line charge law differs from the full Poisson–Boltzmann mobile charge by up to about 1% of the source charge; this moves the 0/0.8 V currents by 0.4% or less and the field-law $D$ by about 1%.

Gate tunnelling would make $I$ vary along $x$, but it is negligible: a rough estimate gives $4\times10^{-11}$ µA for an oxide tunnelling mass of 0.4 electron masses, and it moves by about two orders of magnitude either way for masses of 0.3 and 0.5. The oxide field of 3.6 MV/cm is below the rough 10 MV/cm of oxide breakdown. The 0.8 V drain bias supplies 0.71 of the silicon gap energy, so impact ionisation should be weak.

To narrow down the causes, correct the terminal voltages for series resistance first, then repeat the four-bias test on longer channels at the same internal voltages. In the long-channel limit of (5), $D/I$ falls as $1/L$; for the square-root law it falls as $1/L^2$, and an uncorrected contact resistance gives $1/L$ just as (5) does. A value that does not fall with length points to something other than this field law. A fall alone does not prove the field law, because contact resistance, self-heating and the lateral field gradient also matter less in longer channels. The numerical output lists the remaining values.

## Computed results

```
T = 300 K, thermal voltage = 25.852 mV
tox = 4.0 nm, L = 1000 nm, W = 10000 nm
Cox = 0.8633 uF/cm2, n = 1.15, VP = 1.00 V
mu0 = 400 cm2/Vs, Q0 = 2.0 uC/cm2
vsat = 1.0e+07 cm/s, theta = 0.02567
charge unit 2 n Cox phit = 0.05133 uC/cm2
V (V) | q | Q (uC/cm2) | W F/L (uA) | H (nm)
0.0 | 17.8985 | 0.9187 | 1389.49 | 304.60
0.2 | 14.1479 | 0.7262 | 923.73 | 249.62
0.4 | 10.4321 | 0.5355 | 540.69 | 191.17
0.8 | 3.2750 | 0.1681 | 70.62 | 65.04
Grid-solver currents in uA: charge-only, field law, root law
VS=0.0 VD=0.4 V: 848.80, 762.33, 843.27
VS=0.0 VD=0.8 V: 1318.87, 1063.97, 1274.52
VS=0.2 VD=0.4 V: 383.04, 361.89, 382.38
VS=0.2 VD=0.8 V: 853.11, 720.18, 836.73
Gain in uA when VD goes 0.4 -> 0.8 V: at VS=0, at VS=0.2 V
charge: 470.07, 470.07; four-bias difference 0.000 uA
field: 301.65, 358.29; four-bias difference -56.641 uA
root: 431.25, 454.34; four-bias difference -23.086 uA
screened charge-only law: difference 0.000 uA
closed field-law current, 0/0.8 V: 1063.97 uA
low-field over field-law current: 1.2396
source mobility, charge-only: 274.09 cm2/Vs
field law VD=0.4 V: source field 0.00320 MV/cm, source mobility 251.97 cm2/Vs
field law VD=0.8 V: source field 0.00463 MV/cm, source mobility 243.21 cm2/Vs
current over velocity limit at drain: 0.549
Neglected effects (rough), VS=0, VD=0.8 V:
assumed doping 3.0e+17 cm-3
largest lateral Gauss term / mobile charge: 61.0 %
body-charge linearisation / source charge: 0.44 %
degeneracy, change of charge-only current: -1.5 %
inversion-layer depth, added oxide: 8.3 %
series resistance per end: 20.0 ohm
field-law current with it: 1021.95 uA
charge-only four-bias difference with it: 5.13 uA
self-heating: 0.81 K
oxide voltage 1.423 V, field 3.56 MV/cm
gate tunnel current: 4.3e-11 uA
drain-end lateral field: 0.0330 MV/cm
drain energy / rough 1.12 eV gap: 0.71
```
